# Why a tethered ether donor suppresses precursor oligomerisation

**Q:** My precursor has a metal centre with one vacant site. With a simple alkoxide it oligomerises. With an alkoxide that carries an ether arm it stays monomeric. An ether is a modest donor, and any neighbouring molecule could offer the same ether to the same metal. Why should the arm make such a difference?

**A:** Let me first fix which oligomers we mean. Each molecule has one vacant site and one ether oxygen. If the ether of molecule 1 binds the metal of molecule 2, and so on, a chain grows. If the ether binds its own metal, both the site and the donor are used up and the molecule is finished. The metal–ether contact is of the same kind in both cases, so we must compare how often a foreign ether and the tethered one are found in the right place, and what each pays to be there. A simple alkoxide has no ether, so its oligomers must be held together by another contact, typically a bridging alkoxide oxygen. I treat that case separately, near the end. The model that follows answers your question about the neighbour's ether.

I use a classical model with two states per contact, bonded or not. Molecules form an ideal solution, there is no excluded volume, and solvent does not compete for the site. Energies are in kJ/mol, lengths in Å and concentrations in mol/L, the natural units for a solution equilibrium.

**Q:** Then start with the foreign ether. How strongly does it bind?

**A:** Put the metal at the origin and the vacant site at $\mathbf s$. Let $\mathbf r$ be the position of the ether oxygen, and $\psi$ the angle at that oxygen between the metal and the adjoining carbon of its arm. The bonded state has the energy

$$u=-\varepsilon+\tfrac12\kappa|\mathbf r-\mathbf s|^2+\tfrac12k_\psi(\psi-\psi_0)^2 .$$

The second term penalises a misplaced donor, the third a donor that points the wrong way. With $\beta=1/RT$, the association constant is the Boltzmann factor integrated over position and averaged over orientation. A free molecule has random orientation, so $\cos\psi$ is uniformly distributed at every $\mathbf r$, and the two integrals separate:

$$K=N_A e^{\beta\varepsilon}\,v\,f,$$

$$v=\int e^{-\beta\kappa|\mathbf r-\mathbf s|^2/2}\,d^3r=\left(\frac{2\pi RT}{\kappa}\right)^{3/2},\qquad
f=\tfrac12\int_0^\pi e^{-\beta k_\psi(\psi-\psi_0)^2/2}\sin\psi\,d\psi .$$

Here $v$ is the volume in which the donor can rattle while bonded, and $f$ is the fraction of orientations that count.

I choose round parameters that stand for no particular metal: $\varepsilon=40$ kJ/mol, $\kappa=200$ kJ/mol/Å², $k_\psi=100$ kJ/mol/rad² and $\psi_0=110^\circ$. At 298.15 K, $RT=2.479$ kJ/mol, so $v=(2\pi\times2.479/200)^{3/2}=0.0217$ Å³. Numerical integration gives $f=0.183$. One particle per Å³ is 1660.5 mol/L, hence

$$K=\frac{e^{40/2.479}\times0.0217\times0.183}{1660.5}\approx24\ \text{L/mol}.$$

**Q:** And the tethered ether? It has no concentration that I could measure.

**A:** It has a probability of being at the site, and this plays the same part. Take the chain M–O1–C1–C2–O2, with O2 the ether oxygen. Its open conformations are described by the angle $\theta$ at O1, the torsion $\phi_1$ about O1–C1, the torsion $\phi_2$ about C1–C2, and a free rotation about M–O1. The tether energy is

$$V=\tfrac12k_\theta(\theta-\theta_0)^2+\tfrac12B_1(1+\cos3\phi_1)+\tfrac12B_2(1+\cos3\phi_2).$$

The open chain has the probability weight $\sin\theta\,e^{-\beta V}$, where $\sin\theta$ comes from the solid angle. Switching on the contact multiplies each conformation by $e^{-\beta u}$. The ratio of closed to open molecules is therefore

$$K_{\rm chel}=\langle e^{-\beta u}\rangle_{\rm open}=e^{\beta\varepsilon}\langle b\rangle_{\rm open},$$

where $b=e^{-\beta(u+\varepsilon)}$ contains the two penalties alone. Divide by the foreign constant:

$$\mathrm{EM}\equiv\frac{K_{\rm chel}}{K}=\frac{\langle b\rangle_{\rm open}}{N_A\,v\,f}.$$

This is the effective molarity. A free site facing foreign donors at concentration $[D]$ is occupied by them with relative weight $K[D]$, and by its own arm with weight $K\,\mathrm{EM}$. So EM is the concentration of free foreign ethers that would match the arm. The contact energy $\varepsilon$ has cancelled: if the stiffness of the contact is unchanged, a stronger ether favours both partners equally.

**Q:** Where is the ring strain in this expression?

**A:** It is inside the average. A conformation that reaches the site may have a bent angle, an unfavourable torsion or a badly directed donor. Let $E_s$ be the minimum of $V$ plus the two contact penalties. Its zero is an open chain at its own minimum together with an undistorted foreign contact, so $E_s\ge0$. Define a second quantity by

$$\mathrm{EM}=c_{\rm loc}\,e^{-E_s/RT}.$$

Then $c_{\rm loc}$ is the effective local concentration with the static strain removed. It still contains the freedom of motion of ring, open chain and foreign contact. This division is a convention; EM does not depend on it.

**Q:** Please put numbers to it. What does an ordinary five-membered chelate ring give?

**A:** I take M–O1 = 2.0 Å, O–C = 1.4 Å, C–C = 1.5 Å and carbon angles of 109.5°. The site lies 2.3 Å from the metal, at 80° to the M–O1 bond. The tether has $\theta_0=120^\circ$, $k_\theta=100$ kJ/mol/rad², $B_1=6$ and $B_2=12$ kJ/mol.

For the average, let $\rho$ and $z$ be the distances of O2 from and along the M–O1 axis, with $\rho_s,z_s$ those of the site. At azimuth $\alpha$ relative to the site,

$$|\mathbf r-\mathbf s|^2=\rho^2+\rho_s^2-2\rho\rho_s\cos\alpha+(z-z_s)^2 .$$

Averaging $e^{\beta\kappa\rho\rho_s\cos\alpha}$ over $\alpha$ gives the modified Bessel function $I_0(\beta\kappa\rho\rho_s)$. The other three variables are summed on a grid with 2° spacing. The result is $\mathrm{EM}=70.6$ mol/L.

Numerical minimisation of the ring energy gives $\theta=111^\circ$, $\phi_1=49^\circ$, $\phi_2=-56^\circ$ and $\psi=105^\circ$, or the mirror image. The strain consists of

- 1.14 kJ/mol from bending at O1;
- 0.49 and 0.11 kJ/mol from the O–C and C–C torsions;
- 0.22 kJ/mol from displacing the donor from the site;
- 0.32 kJ/mol from misdirecting it.

Added before rounding, these terms give $E_s=2.27$ kJ/mol, or 0.00086 hartree. The strain factor is $e^{-2.27/2.479}=0.40$, and

$$c_{\rm loc}=\frac{70.6}{0.40}\approx176\ \text{mol/L}.$$

**Q:** No liquid ether has 176 mol/L of donors. Is that a sensible number?

**A:** It is an equivalent concentration, so it need not be attainable. Foreign donors arrive with random orientation, and only the fraction $f=0.183$ is useful. The arm can bring its oxygen in with a nearly correct direction, and the definition credits it for that. Multiplying by $f$ gives $176\times0.183\approx32$ mol/L, the corresponding concentration of foreign donors that were all ideally directed.

The chelation constant is $K\,\mathrm{EM}\approx1.7\times10^3$. Among monomers, the open share is $1/(1+K\,\mathrm{EM})=5.8\times10^{-4}$.

**Q:** That tells me about one site. How do I get from there to the amount of oligomer?

**A:** Count the species. Let $c_1$ be the concentration of open monomers and $x=Kc_1$. An open chain has one free site and one free donor, whatever its length. I assume that these ends react like those of a monomer. Adding one monomer multiplies the concentration by $Kc_1$, so

$$c_n=c_1(Kc_1)^{n-1}=\frac{x^n}{K}.$$

An open $n$-mer can also close on itself, with effective molarity $\mathrm{EM}_n$. Let $k_c$ be the rate constant for closing and $k_o$ that for opening one given contact, with $k_c/k_o=K\,\mathrm{EM}_n$. A ring of $n$ molecules has $n$ contacts that can open. At equilibrium $k_cc_n=n\,k_o r_n$, and the ring concentration is

$$r_n=\frac{K\,\mathrm{EM}_n\,c_n}{n}=\frac{\mathrm{EM}_n\,x^n}{n}.$$

For $n=1$ this is the chelated monomer, $\mathrm{EM}\,x$.

Now count molecules. From $\sum_{n\ge1} x^n=x/(1-x)$, the operation $x\,d/dx$ gives $\sum_{n\ge1} nx^n=x/(1-x)^2$. Keeping rings up to the dimer, the total concentration is

$$C=\frac{x}{K(1-x)^2}+\mathrm{EM}\,x+\mathrm{EM}_2\,x^2 .$$

The factor 2 for molecules in a cyclic dimer has cancelled its $1/2$. The oligomers are everything except the two monomer terms, $x/K$ and $\mathrm{EM}\,x$. Since $1-(1-x)^2=x(2-x)$, their mass fraction is

$$w=\frac1C\left[\frac{x^2(2-x)}{K(1-x)^2}+\mathrm{EM}_2\,x^2\right].$$

**Q:** Can I see the effect of the chelate without solving for $x$?

**A:** Yes, at low concentration. When $x\ll1$ and $\mathrm{EM}_2x\ll\mathrm{EM}+1/K$, the balance becomes $C\approx(\mathrm{EM}+1/K)x$, and the bracket becomes $(2/K+\mathrm{EM}_2)x^2$. Hence

$$w\approx\frac{C\,(\mathrm{EM}_2+2/K)}{(\mathrm{EM}+1/K)^2}.$$

Compare this with a hypothetical molecule that has the same donor but cannot reach its own metal, so that $\mathrm{EM}=0$. Its fraction is $CK^2(\mathrm{EM}_2+2/K)$. The ratio is

$$\frac{w_{\rm no\ chelate}}{w_{\rm chelate}}=K^2\left(\mathrm{EM}+\frac1K\right)^2=(1+K\,\mathrm{EM})^2 .$$

The square has a plain meaning: a dimer needs two open molecules, and chelation makes each one rarer by $1+K\,\mathrm{EM}$. An $n$-mer has a concentration proportional to $x^n$, so at dilution it is suppressed by the $n$th power. For our ring the dimer factor is about $3.0\times10^6$. For this comparison both solutions must be so dilute that they contain few oligomers. Without chelation that requires $CK^2(\mathrm{EM}_2+2/K)\ll1$, or $C\ll0.009$ mol/L here.

**Q:** I work with concentrated liquids. What happens there?

**A:** Then the full balance must be solved, which I do by numerical root finding. I choose $\mathrm{EM}_2=0.1$ mol/L for the cyclic dimer. At $C=4$ mol/L the root is $x=0.0567$. The two terms in the bracket are

$$\frac{0.0567^2\times1.943}{24.4\times0.943^2}\approx2.9\times10^{-4},\qquad 0.1\times0.0567^2\approx3.2\times10^{-4}$$

in mol/L. Their sum divided by 4 gives $w\approx1.5\times10^{-4}$. Without chelation, $w=0.99$.

The ratio is about 6500, far below the dilute factor of three million. The reason is saturation: the unprotected material is already almost entirely oligomeric and cannot become more so. At 0.1 mol/L the fractions are $3.7\times10^{-6}$ with chelation and 0.80 without.

**Q:** So a chelating arm always wins by a wide margin?

**A:** No. The balance contains a ceiling. The chain term diverges at $x=1$, so $x$ stays below 1. The chelated monomer therefore cannot exceed EM, and the open monomer cannot exceed $1/K$. Material beyond $\mathrm{EM}+1/K$ must oligomerise.

For a strongly binding donor, protection therefore needs EM above the total concentration. Inserting $\mathrm{EM}=c_{\rm loc}e^{-E_s/RT}$ into $\mathrm{EM}>C$ and taking the logarithm gives

$$E_s<RT\ln\frac{c_{\rm loc}}{C}.$$

The local concentration sets a budget, and strain spends it. At 4 mol/L the budget is $2.479\ln(176/4)=9.4$ kJ/mol, of which our ring uses 2.3. For a strong donor, the inequality marks the point beyond which oligomers are forced to form. Below it, the oligomer fraction still depends on $K$ and $\mathrm{EM}_2$.

**Q:** Show me a ring that overspends.

**A:** Keep the arm and move the vacant site from 80° to 95° from the M–O1 bond. By the cosine rule, the distance between the two oxygens demanded by an ideal contact is

$$D=\sqrt{2.0^2+2.3^2-2(2.0)(2.3)\cos\gamma},$$

where $\gamma$ is the site angle. It grows from 2.77 to 3.18 Å. The short arm must span this larger gap, or the contact must be distorted. In this model the ring mostly does the second: at its minimum the oxygens are only 2.87 Å apart and the M–O2 distance has shrunk to 2.11 Å. Displacing the donor costs 9.5 kJ/mol and bending at O1 costs 6.2, while the two torsions together cost only 1.5. The size of the strain therefore rests on the chosen $\kappa$, on a contact equally stiff in every direction, and on a site that does not move. A real metal centre can shift its other ligands and need not pay this amount.

The minimum strain rises to 19.6 kJ/mol, while $c_{\rm loc}$ falls only to 123 mol/L. EM drops to 0.045 mol/L. In logarithms, the loss is

$$\ln\frac{70.6}{0.045}\approx7.4,\qquad \frac{19.6-2.3}{2.479}\approx7.0,\qquad \ln\frac{176}{123}\approx0.4 .$$

Strain accounts for 7.0 of the 7.4.

At 4 mol/L the oligomer fraction is now 0.98. The ceiling explains it: monomers of both kinds cannot exceed $0.045+1/24.4\approx0.086$ mol/L, about 2% of the material. Yet $K\,\mathrm{EM}\approx1.1$, so about half of the remaining monomers are still chelated. Seeing a closed ring in a dilute sample does not show that the ring protects a concentrated one.

At 110° the model gives a strain of 55.7 kJ/mol, more than the contact energy of 40 kJ/mol. A harmonic contact is not reliable at such a distortion, so the figure says only that the strain is large. There is no useful chelate left, and the oligomer fraction is 0.99, as without chelation.

**Q:** Could I rescue a poor ring by making the ether a stronger donor?

**A:** Not if EM is far below $C$. EM does not contain $\varepsilon$, and a larger $K$ lowers the ceiling $\mathrm{EM}+1/K$ towards EM. The oligomer fraction is at least $1-(\mathrm{EM}+1/K)/C$, and this bound rises to $1-\mathrm{EM}/C$ as the donor becomes very strong. If the stronger contact is also stiffer, a strained ring can fare worse still, because misplacing the donor then costs more.

If EM is well above $C$ and $K\,\mathrm{EM}>1$, a stronger donor does help against open chains, but not without limit. Let $K\to\infty$ in the dilute formula:

$$w\to\frac{C\,\mathrm{EM}_2}{\mathrm{EM}^2}.$$

The cyclic dimer has two contacts for two molecules, as many as two chelated monomers have. Its contact energy cancels against theirs. What remains is a competition between ring sizes, governed by $\mathrm{EM}_2$ and EM.

**Q:** I would measure the strain from the temperature dependence of EM. Is that sound?

**A:** Only with a correction. Suppose all motions are harmonic. Each confined coordinate then contributes $\beta^{-1/2}$ to its integral. The ring confines four coordinates, namely $\theta$, $\phi_1$, $\phi_2$ and the azimuth, giving $\beta^{-2}e^{-\beta E_s}$. The open chain confines the first three, giving $\beta^{-3/2}$. The foreign contact confines three positions and one angle, giving $\beta^{-2}$. Therefore

$$\mathrm{EM}\propto\frac{\beta^{-2}e^{-\beta E_s}}{\beta^{-3/2}\,\beta^{-2}}=\beta^{3/2}e^{-\beta E_s},
\qquad
-\frac{d\ln\mathrm{EM}}{d\beta}=E_s-\tfrac32RT .$$

At 298 K the correction is $1.5\times2.479=3.7$ kJ/mol, larger than our strain of 2.3. The apparent strain energy would be about $-1.5$ kJ/mol in this harmonic estimate, and $-1.7$ kJ/mol from the slope of the full average, although the ring is strained.

The full average shows the same behaviour: EM falls from 70.6 mol/L at 298 K to 56.3 mol/L at 400 K, a ratio of 0.80. The harmonic expression predicts

$$\left(\frac{298.15}{400}\right)^{3/2}\exp\left[\frac{2.27}{2.479}\left(1-\frac{298.15}{400}\right)\right]\approx0.64\times1.26\approx0.81 .$$

Heating relaxes the penalty for strain, but it also spreads the open arm over more conformations, and here the second effect is larger.

**Q:** Does the arm also keep the molecules apart in the vapour?

**A:** With the parameters chosen here it is hardly needed there. At 400 K and 100 Pa, the ideal-gas concentration is $P/RT=3.0\times10^{-5}$ mol/L. Keeping $\varepsilon$ fixed, I find $K=0.72$ L/mol and $K\,\mathrm{EM}=40$. The oligomer fraction is $2.6\times10^{-8}$ with chelation and $4.5\times10^{-5}$ without. Their ratio agrees with the dilute law, $(1+40.4)^2\approx1.7\times10^3$, but both vapours are essentially monomeric. At this contact energy, dilution has already done the work. A stronger contact can change that: $K$ grows as $e^{\varepsilon/RT}$, and once $CK^2(\mathrm{EM}_2+2/K)$ is no longer small, the unprotected vapour oligomerises too. The arm is then needed in the vapour as well as in the liquid.

**Q:** You set alkoxide bridges aside. They are what I worry about most.

**A:** Suppose a bridged dimer forms from two molecules whose ethers are both detached. Let its constant be $K_d$ for open molecules. With few dimers present, the total monomer concentration is $m=c_1(1+K_{\rm chel})$, so

$$[\text{dimer}]=K_dc_1^2=\frac{K_d}{(1+K_{\rm chel})^2}\,m^2 .$$

The same square appears, but the bridge is a different contact, so $\varepsilon$ no longer cancels. Here a stronger ether does help against the bridges, because it raises $K_{\rm chel}$ without raising $K_d$. With a poor ring in a concentrated liquid, though, ether-linked oligomers can take their place.

The protection relies on the bridge needing the site that the ether occupies. If the metal can enlarge its coordination shell, two chelated molecules may bridge with both ethers still attached. No ring has to open, and this factor is lost. A dimer in which the ethers remain bound is the structural sign to look for.

**Q:** Which of your numbers would you trust for a real precursor?

**A:** The relations more than the values. EM depends on the site angle, the stiffness of the contact and the flexibility of the arm, all of which I chose. Excluded volume would alter both the open-chain distribution and the packing of foreign donors, and a coordinating solvent would compete for the site. At 4 mol/L, ideal mixing is itself an approximation.

For your compound I would determine $K$ with a free ether on a comparable metal centre that has no arm but stays monomeric. Alkoxide bridges there would compete for the site, lower the apparent $K$ and make EM look too large. I would take $K_{\rm chel}$ from the closed-to-open ratio in dilute solution, if the open form is abundant enough to measure. In our example it is only 0.06% of the monomers. Then one can add a stronger donor L that competes for the site, with a constant $K_L$ known from the armless centre. In this model the ratio of closed to L-bound molecules is $K_{\rm chel}/(K_L[\mathrm L])$, where $[\mathrm L]$ is the concentration of free L. The quotient $K_{\rm chel}/K$ is EM. Compare it with the concentration in your vessel: if it is much larger, and $K_{\rm chel}$ is also much larger than one, the arm will hold ether-linked oligomers down, provided that no larger ring closes more readily than the chelate, that is, $\mathrm{EM}_n\le\mathrm{EM}$ for $n\ge2$. The oligomer fraction is then at most about $C/\mathrm{EM}$, some 5% for our ring at 4 mol/L. It falls much lower only if the larger rings close much less readily than the chelate. A strained chelate can fail this last condition, and then cyclic dimers may persist even when EM exceeds the concentration.

Numerical values quoted here were computed with a short program.
